# Functional derivatives of four density functionals, with a helium example, part 2

We seek the potential $v=\delta F/\delta n$ that gives the first-order change of an energy $F[n]$ when the electron density $n(\mathbf r)$ is varied by $\varepsilon\eta$:

$$\frac{d}{d\varepsilon}F[n+\varepsilon\eta]\Big|_{\varepsilon=0}=\int v(\mathbf r)\,\eta(\mathbf r)\,d^3r\tag{1}$$

Hartree atomic units are used, and the density is spin-unpolarized. A "test" is a comparison the program asserts. If $\int w\eta=0$ for all $\eta$ with $\int\eta=0$, then $w$ is constant.

For $F=\int_\Omega f(\mathbf r,n,\mathbf g)\,d^3r$, with $\mathbf g=\nabla n$ and partial derivatives $f_n$, $f_{\mathbf g}$,

$$\frac{dF}{d\varepsilon}\Big|_0=\int_\Omega\big[f_n-\nabla\cdot f_{\mathbf g}\big]\eta\,d^3r+\oint_{\partial\Omega}\eta\,f_{\mathbf g}\cdot d\mathbf S .\tag{2}$$

In one dimension the boundary term is $[f_g\,\eta]_a^b$. When the boundary term vanishes,

$$\frac{\delta F}{\delta n(\mathbf r)}=\frac{\partial f}{\partial n}-\nabla\cdot\frac{\partial f}{\partial(\nabla n)} .\tag{3}$$

The local functionals are Thomas-Fermi, $T_{TF}=C_F\int n^{5/3}d^3r$, and Dirac exchange, $E_x^D=-C_x\int n^{4/3}d^3r$, with $C_F=2.871234$, $C_x=0.738559$. Their potentials are $v_{TF}=\tfrac12k_F^2$ and $v_x=-k_F/\pi$, where $k_F=(3\pi^2n)^{1/3}$; $f''$ is positive for the first and negative for the second.

The von Weizsäcker energy $T_W$ has $f=|\mathbf g|^2/(8n)$ and $f_{\mathbf g}=\mathbf g/(4n)$. With $\psi=\sqrt n$,

$$v_W=\frac{|\nabla n|^2}{8n^2}-\frac{\nabla^2n}{4n}.\tag{4}$$

$$v_W=\frac{|\nabla\psi|^2}{2\psi^2}-\frac{|\nabla\psi|^2}{2\psi^2}-\frac{\nabla^2\psi}{2\psi}=-\frac{\nabla^2\sqrt n}{2\sqrt n}.\tag{5}$$

With $u=\eta/n$,

$$T_W[n+\varepsilon\eta]-T_W[n]-\varepsilon\int v_W\eta=\varepsilon^2\int\frac{n|\nabla u|^2}{8(1+\varepsilon u)}d^3r\ \ge0 .\tag{6}$$

For $N=1$ or $2$ electrons in one nodeless orbital $\varphi$, with $n=N\varphi^2$, $T_W$ is the exact kinetic energy and $v_W=\lambda-v_s$, where $v_s$ is the orbital's potential and $\lambda$ its eigenvalue.

The model helium density is $n=n_0e^{-2\zeta r}$ with $\zeta=1.6875$ bohr$^{-1}$. For $\eta=(1-2r^2/3)e^{-r^2}$, guessing half the electrostatic potential, $v_H/2$, as the derivative of the classical Coulomb energy gave a slope of $1.0729$ Ha; the true slope is $2.1457$ Ha.

The printout at the end also lists earlier checks: the integral of $j_1^2/x$, with $j_1=\sin x/x^2-\cos x/x$, slopes on a periodic cube, and the ground state in $v_s=\cos x$.

**Cusps.** At a nucleus $n\simeq n_0e^{-2\zeta r}$ is not differentiable at the origin, so (2) is applied outside a small ball of radius $a$. On its surface $|f_{\mathbf g}|=\zeta/2$, so the surface term is at most $4\pi a^2(\zeta/2)\max|\eta|$, which goes to zero with $a$. The volume integrand $f_n\eta+f_{\mathbf g}\cdot\nabla\eta$ is bounded inside the ball, and $v_W\sim\zeta/r$ is integrable, so (4) survives. In one dimension the boundary is a point and does not shrink. For $n\propto e^{-2\zeta|x|}$, $f_g=+\zeta/2$ on the left and $-\zeta/2$ on the right. The left interval contributes $f_g(0^-)\eta(0)$ at its upper end and the right interval $-f_g(0^+)\eta(0)$ at its lower end, together $\zeta\eta(0)$. Away from the origin $f_n=-\zeta^2/2$ and $f_g$ is constant, so $v_W=-\zeta^2/2+\zeta\,\delta(x)$. This matches $\lambda-v_s$ for the bound state of the well $v_s=-\zeta\delta(x)$; evaluating (4) only at points $x\ne0$ would miss the delta term, which comes from the jump of $n'$ at the origin.

**Nodes.** Where $n=0$ the derivative may not exist. Near a node in one dimension take $n=s^2x^2$, $s>0$, and add a constant $\epsilon_0>0$, the only sign that keeps the density non-negative. The integrand changes from $s^2/2$ to $\tfrac12s^4x^2/(s^2x^2+\epsilon_0)$, a change of $-\tfrac12s^2\epsilon_0/(s^2x^2+\epsilon_0)$. Since $\int dx/(s^2x^2+\epsilon_0)=\pi/(s\sqrt{\epsilon_0})$, the energy changes by $-\tfrac{\pi}{2}s\sqrt{\epsilon_0}$ at leading order. The slope at $\epsilon_0=0$ is infinite, and no function $v$ satisfies (1) for such variations.

## 7. The Hartree energy, where the formula does not apply

The Hartree energy

$$E_H[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'$$

couples the density at two distant points. It is not an integral of a function of $n$ and $\nabla n$ at one point, so (3) says nothing about it, and one returns to (1). Insert $n+\varepsilon\eta$ in both slots and expand the product:

$$E_H[n+\varepsilon\eta]=E_H[n]+\frac\varepsilon2\iint\frac{\eta(\mathbf r)n(\mathbf r')+n(\mathbf r)\eta(\mathbf r')}{|\mathbf r-\mathbf r'|}+\varepsilon^2E_H[\eta].$$

Exchanging the names of the integration variables in the second cross term, which leaves the kernel unchanged, makes it equal to the first. The factor $\tfrac12$ cancels:

$$E_H[n+\varepsilon\eta]=E_H[n]+\varepsilon\int v_H\eta\,d^3r+\varepsilon^2E_H[\eta],\qquad v_H(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r' .\tag{7}$$

The expansion is exact and needs only convergence of the integrals; neither smoothness nor positivity enters. Writing $f=\tfrac12nv_H$ with $v_H$ frozen keeps one cross term of the two, which accounts for the factor seen in the first section: the tested ratio of true to frozen slope is $2.00000$.

For a spherical density the angular average of the kernel, with $\mu$ the cosine of the angle between the points, is

$$\frac12\int_{-1}^1\frac{d\mu}{\sqrt{r^2+s^2-2rs\mu}}=\frac{1}{2rs}\Big[-\sqrt{r^2+s^2-2rs\mu}\Big]_{-1}^{1}=\frac{(r+s)-|r-s|}{2rs}=\frac{1}{\max(r,s)} ,$$

which is tested by quadrature. Therefore

$$v_H(r)=\frac{Q(r)}{r}+\int_r^\infty4\pi s\,n(s)\,ds,\qquad Q(r)=\int_0^r4\pi s^2n(s)\,ds .$$

Differentiating, the terms $Q'/r=4\pi rn$ and $-4\pi rn$ cancel, leaving $v_H'=-Q/r^2$. Then $(r^2v_H')'/r^2=-4\pi n$, the Poisson equation in spherical form. Far outside the charge $Q\to N$ and $v_H\to N/r$, the potential of a point charge.

## 8. A sum rule from scaling the density

If $F[cn]=c^pF[n]$, choose $\eta=n$, so that $n+\varepsilon\eta=(1+\varepsilon)n$. The left side of (1) is $pF$, and

$$\int n\,v\,d^3r=pF .\tag{8}$$

Counting powers of $n$ gives $p=\tfrac53,\tfrac43,1,2$ for $T_{TF}$, $E_x^D$, $T_W$, $E_H$. The variation has $\eta/n=1$, and the von Weizsäcker surface term involves $\eta f_{\mathbf g}=\nabla n/4$, which decays exponentially for an atom. Because this $\eta$ changes the electron number, (8) would detect a wrong additive constant in $v$.

## 9. Worked example: helium with one variational exponent

Both electrons, with opposite spins, occupy the orbital $\varphi\propto e^{-\zeta r}$ around a fixed nucleus of charge 2. All numbers refer to this one-parameter wavefunction; six digits are kept in places to let the arithmetic be followed, not as a claim about the real atom. The integrals needed are $\int_0^\infty r^ke^{-\beta r}dr=k!/\beta^{k+1}$, so $\int e^{-\beta r}d^3r=8\pi/\beta^3$. Normalizing $n=n_0e^{-2\zeta r}$ to 2 gives $n_0\,8\pi/(8\zeta^3)=2$, or $n_0=2\zeta^3/\pi$.

**Closed forms.** For radial functions $\nabla^2=\partial_r^2+(2/r)\partial_r$. With $n'=-2\zeta n$ and $n''=4\zeta^2n$, $\nabla^2n=(4\zeta^2-4\zeta/r)n$, and (4) gives

$$v_W=\frac{\zeta^2}{2}-\Big(\zeta^2-\frac\zeta r\Big)=\frac\zeta r-\frac{\zeta^2}{2},$$

which is $\lambda-v_s$ for a hydrogen-like ion of charge $\zeta$. The energy is $T_W=\int4\zeta^2n/8=\zeta^2$.

For the Hartree potential let $e=e^{-2\zeta r}$ in this paragraph. Two integrations by parts give $Q=2[1-e(1+2\zeta r+2\zeta^2r^2)]$, and one gives $\int_r^\infty4\pi s\,n\,ds=8\zeta^3e\,[r/(2\zeta)+1/(4\zeta^2)]=e(4\zeta^2r+2\zeta)$. In the sum the terms $4\zeta^2re$ cancel and $-4\zeta e+2\zeta e=-2\zeta e$:

$$v_H=2\Big[\frac1r-\Big(\zeta+\frac1r\Big)e^{-2\zeta r}\Big].$$

The program tests that this obeys the Poisson equation and matches quadrature. With $4\pi n_0=8\zeta^3$ the pieces of $E_H=\tfrac12\int nv_H$ are $\int n/r=8\zeta^3/(2\zeta)^2=2\zeta$, $\int ne=16\zeta^3/(4\zeta)^3=\tfrac14$ and $\int ne/r=8\zeta^3/(4\zeta)^2=\zeta/2$. Hence $E_H=2\zeta-\zeta/4-\zeta/2=5\zeta/4$.

The local functionals have $\beta=10\zeta/3$ and $\beta=8\zeta/3$, so $8\pi/\beta^3=27\pi/(125\zeta^3)$ and $27\pi/(64\zeta^3)$:

$$T_{TF}=\frac{27\pi C_Fn_0^{5/3}}{125\zeta^3},\qquad E_x^D=-\frac{27\pi C_xn_0^{4/3}}{64\zeta^3}.$$

**The exponent.** The repulsion of the two electrons is $J=\iint\varphi^2\varphi'^2/|\mathbf r-\mathbf r'|$. With $n=2\varphi^2$, $E_H=\tfrac12\cdot4J=2J$, so $J=E_H/2$ and the exact exchange energy of this determinant is $J-E_H=-E_H/2$. The energy expectation value is

$$E[n]=T_W-\int\frac{2n}{r}d^3r+\frac{E_H}{2}=\zeta^2-4\zeta+\frac58\zeta .\tag{9}$$

Its minimum lies at $2\zeta=4-\tfrac58$, $\zeta=27/16=1.6875$, where $E=\zeta^2-2\zeta^2=-\zeta^2$. Numerical minimization of the quadrature value gives $\zeta=1.68750$ bohr$^{-1}$ and $E=-2.847656$ Ha $=-77.489$ eV. Then $n_0=3.059225$ bohr$^{-3}$.

| Functional | $F$ (Ha) | $\int nv$ (Ha) | ratio |
|---|---|---|---|
| $T_{TF}$ | 2.613926 | 4.356544 | 1.666667 |
| $E_x^D$ | −0.904627 | −1.206169 | 1.333333 |
| $T_W$ | 2.847656 | 2.847656 | 1.000000 |
| $E_H$ | 2.109375 | 4.218750 | 2.000000 |

The closed forms and the sum rule (8) are tested against these quadratures. For this density $T_W$ is the kinetic energy of the wavefunction, and $T_{TF}$ is 8% lower relative to it. The Dirac value is 14% smaller in magnitude than the exact exchange energy of the determinant, $-1.0547$ Ha. These figures depend on the one-exponent form of the orbital. With the orbital shape fully optimized (the Hartree-Fock limit) the energy drops by $0.014$ Ha to $-2.8617$ Ha, the Thomas-Fermi deficit grows to about 10.5%, and the Dirac deficit stays near 14%.

**Potentials at $r=1$ bohr.** With $e^{-2\zeta r}=0.034218$, the density is $n=3.059225\times0.034218=0.104681$ bohr$^{-3}$. Its slope is $-3.375\times0.104681=-0.353298$ bohr$^{-4}$, and its Laplacian is $(11.390625-6.75)\times0.104681=0.485785$ bohr$^{-5}$. The local Fermi wave number is $k_F=(3\pi^2\times0.104681)^{1/3}=1.458018$ bohr$^{-1}$. Then

$$v_{TF}=\tfrac12(1.458018)^2=1.062908\ \text{Ha}=28.923\ \text{eV},$$
$$v_x=-1.458018/\pi=-0.464102\ \text{Ha}=-12.629\ \text{eV},$$
$$v_W=1.423828-1.160156=0.263672\ \text{Ha}=7.175\ \text{eV},$$
$$v_H=2\,[1-2.6875\times0.034218]=1.816078\ \text{Ha}=49.418\ \text{eV}.$$

The two terms of $v_W$ are $0.353298^2/(8\times0.104681^2)$ and $0.485785/(4\times0.104681)$, and the closed form gives the same $1.6875-1.423828$.

The shapes of the potentials differ more than the energies suggest. The function $v_{TF}\propto e^{-4\zeta r/3}$ is finite at the nucleus, whereas $v_W$ diverges as $\zeta/r$. The Dirac potential decays as $e^{-2\zeta r/3}$, whereas the derivative of $-E_H/2$ is $-v_H/2$, which falls off as $-1/r$. The identifications of $T_W$ and $-E_H/2$ with the exact quantities hold at $N=2$, so they fix potentials only up to a constant, but no constant removes these differences.

**A charge-conserving deformation.** Take $\eta=(1-2r^2/3)e^{-r^2}$ bohr$^{-3}$. One integration by parts gives $\int_0^\infty r^4e^{-r^2}dr=\tfrac32\int_0^\infty r^2e^{-r^2}dr$, so $\int\eta\,d^3r=0$. The Gaussian decays faster than $n$, so $u=\eta/n$ is bounded; the largest $|u|$ on the radial grid is $9.79$, and $\varepsilon=0.01$ changes the density by just under 10% of its local value at most. The finite-difference slopes and the integrals $\int v\eta$ agree in all seven printed decimals, and the table sets the true change at $\varepsilon=0.01$ beside them (all in Ha).

| | slope $=\int v\eta$ | change | remainder |
|---|---|---|---|
| $T_{TF}$ | 3.9669200 | 0.0398781 | 0.0002089 |
| $E_x^D$ | −0.8656197 | −0.0087079 | −0.0000518 |
| $T_W$ | 3.5342917 | 0.0360566 | 0.0007137 |
| $E_H$ | 2.1457177 | 0.0215603 | 0.0001031 |

The remainder is the change minus $\varepsilon\int v\eta$; for $T_W$, $0.0360566-0.0353429=0.0007137$ Ha, which is 2% of the change. The signs for the local functionals follow the signs of $f''$. The von Weizsäcker remainder is tested against (6), and the Hartree remainder against $\varepsilon^2E_H[\eta]$ with $E_H[\eta]=1.030810$ Ha, which gives $0.0001031$ Ha. Doubling $\varepsilon$ from $0.001$ to $0.002$ multiplies the remainders by $4.000$, $4.003$, $4.012$ and $4.000$, as a quadratic leading term requires. The Hartree ratio is exactly 4 by (7). For $T_W$, expanding $1/(1+\varepsilon u)\simeq1-\varepsilon u$ in (6) gives the ratio $4(1-0.001\langle u\rangle)$ to first order, with $\langle u\rangle$ the mean of $u$ under the weight $n|\nabla u|^2$. The value $4.012$ implies $\langle u\rangle\approx-3$, inside the range allowed by $|u|\le9.79$; that mean was not computed separately.

For a check by a different route, (7) is also tested with a normalized Gaussian of exponent $2$ bohr$^{-2}$ centred $1.5$ bohr from the nucleus. Because $n$, and with it $v_H$, is spherical, only the spherical average of this variation about the nucleus enters the slope. The slope of $E_H$ computed in Fourier space and the real-space integral $\int v_H\eta$ both equal $1.2592876$ Ha.

**When the surface term stays.** Restrict $T_W$ to the ball $r<R=1$ bohr and vary with $\eta=e^{-r^2}$, which does not vanish on the sphere. There $f_{\mathbf g}\cdot\hat{\mathbf r}=n'/(4n)=-\zeta/2$, so (2) has the surface term $4\pi R^2(-\zeta/2)e^{-R^2}=-2\pi\times1.6875\times e^{-1}=-3.900580$ Ha. The volume term is $3.312190$ Ha, and the sum $-0.588390$ Ha is the finite-difference slope. Without the surface term even the sign is wrong.

## 10. The chain rule and what stationarity means

If the density depends on a parameter, the derivation of (2) goes through with $\partial n/\partial\zeta$ in place of $\eta$, since only the first-order changes of $n$ and $\nabla n$ entered. For (9) the derivative is the sum of the three potentials, so

$$\frac{dE}{d\zeta}=\int\Big(v_W-\frac2r+\frac{v_H}{2}\Big)\frac{\partial n}{\partial\zeta}d^3r,\qquad\frac{\partial n}{\partial\zeta}=n\Big(\frac3\zeta-2r\Big).$$

The ratio $\eta/n$ now grows linearly with $r$, but the path $n_\zeta$ stays positive and every integrand decays exponentially. The integral can be done by hand. The constant $-\zeta^2/2$ drops out because $\int n=2$ for all $\zeta$. Next, $\int(\partial n/\partial\zeta)/r=\frac{d}{d\zeta}(2\zeta)=2$, so the $1/r$ terms give $2(\zeta-2)$. For the Hartree term, $\int nv_H=5\zeta/2$, and $\int rne^{-2\zeta r}=8\zeta^3\cdot6/(4\zeta)^4=3/(16\zeta)$ gives $\int rnv_H=2[2-\tfrac{3}{16}-\tfrac14]=\tfrac{25}{8}$. Thus $\int v_H\,\partial n/\partial\zeta=\tfrac{15}{2}-\tfrac{25}{4}=\tfrac54$, and half of it is $\tfrac58$. The total $2\zeta-4+\tfrac58$ is the derivative of (9). Numerically, the direct finite difference and the chain-rule integral give $0.625000$ Ha bohr at $\zeta=2$ and $0.000000$ at $\zeta=1.6875$.

The zero at $27/16$ is stationarity along one direction only. The total potential $v_W-2/r+v_H/2$ behaves as $(\zeta-2)/r$ near the nucleus, since $v_H$ is finite there, so it is not constant, and other charge-conserving variations lower the energy at first order. Stationarity under all variations with $\int\eta=0$ requires, by the argument of the second section, that the total derivative equal a constant $\mu$. Inserting (5) and multiplying by $\sqrt n$,

$$\Big[-\tfrac12\nabla^2-\frac2r+\tfrac12v_H\Big]\sqrt n=\mu\sqrt n .$$

Since $v_H/2$ is the potential of one electron in the orbital $\varphi=\sqrt{n/2}$, this is the restricted Hartree-Fock equation of the helium ground state, with $\mu$ as the orbital energy. It holds at mean-field level, for two electrons in one nodeless orbital.

## Computed values

```
CF = 2.871234, CX = 0.738559 (a.u.); int j1^2/x dx = 0.25000000
periodic generic f: slope 70.1761651, int v eta 70.1761651, no divergence term 48.9943438 (a.u.)
periodic TF: slope 68.7371865, int v eta 68.7371865 (a.u.)
periodic X: slope -7.0361597, int v eta -7.0361597 (a.u.)
periodic W: slope 10.7081285, int v eta 10.7081285, no divergence term 0.0220552 (a.u.)
v=cos x: lambda = -0.535065 Ha, max|v_W-(lambda-v)| = 1e-11 Ha
He: zeta (numerical min) = 1.68750 1/bohr, E = -2.847656 Ha = -77.489 eV
zeta = 1.6875 1/bohr, n0 = 3.059225 bohr^-3, N = 2.00000000
F_TF = 2.613926 Ha, int n v = 4.356544 Ha, ratio = 1.666667
F_X = -0.904627 Ha, int n v = -1.206169 Ha, ratio = 1.333333
F_W = 2.847656 Ha, int n v = 2.847656 Ha, ratio = 1.000000
F_H = 2.109375 Ha, int n v = 4.218750 Ha, ratio = 2.000000
exact exchange of the closed shell -E_H/2 = -1.054687 Ha
r = 1.0 bohr: n = 0.104681 bohr^-3, dn/dr = -0.353298 bohr^-4, lap n = 0.485785 bohr^-5
  kF = 1.458018 1/bohr, exp(-2 zeta r) = 0.034218
  |g|^2/(8n^2) = 1.423828 Ha, lap n/(4n) = 1.160156 Ha
  v_TF(1 bohr) = 1.062908 Ha = 28.923 eV
  v_X(1 bohr) = -0.464102 Ha = -12.629 eV
  v_W(1 bohr) = 0.263672 Ha = 7.175 eV
  v_H(1 bohr) = 1.816078 Ha = 49.418 eV
eta = (1-2r^2/3)exp(-r^2) bohr^-3, max|eta/n| = 9.79, eps = 0.01
  TF: slope 3.9669200 Ha, int v eta 3.9669200 Ha
     change 0.0398781 Ha, remainder 0.0002089 Ha, rem(.002)/rem(.001) 4.000
  X: slope -0.8656197 Ha, int v eta -0.8656197 Ha
     change -0.0087079 Ha, remainder -0.0000518 Ha, rem(.002)/rem(.001) 4.003
  W: slope 3.5342917 Ha, int v eta 3.5342917 Ha
     change 0.0360566 Ha, remainder 0.0007137 Ha, rem(.002)/rem(.001) 4.012
  H: slope 2.1457177 Ha, int v eta 2.1457177 Ha
     change 0.0215603 Ha, remainder 0.0001031 Ha, rem(.002)/rem(.001) 4.000
E_H[eta] = 1.030810 Ha; frozen-v_H slope = 1.0728588 Ha, true/frozen = 2.00000
Gaussian alpha=2.0 bohr^-2 at d=1.5 bohr: slope 1.2592876, int v_H eta 1.2592876 Ha
ball R=1.0 bohr: slope -0.588390 = volume 3.312190 + surface -3.900580 Ha
zeta=1.6875: dE/dzeta direct 0.000000, chain rule 0.000000 Ha bohr (magnitudes)
zeta=2.0000: dE/dzeta direct 0.625000, chain rule 0.625000 Ha bohr (magnitudes)
```
